# Existence, uniqueness and limits of the Godby-Needs plasmon-pole fit: test program

```python
"""Godby-Needs plasmon-pole fit, tested on the RPA response of a model crystal.

Result under test: for R(w) = inverse dielectric element minus identity,
the form R(w) = S/(w^2 - W) through R0 = R(0) and R1 = R(i*E0) has the
unique solution W = E0^2*R1/(R0-R1), S = -R0*W when R0, R1, R0-R1 are nonzero.
W is the squared pole frequency, S the squared strength, E0 the fit frequency.
The residue is A = S/(2*sqrt(W)). Internal units: Hartree atomic units.
Direct matrix inversion is compared with diagonalization of all RPA modes.
"""
from itertools import product
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, angstrom
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom

# Model crystal: V(r) = sum over axes of -2*EVEN*cos(b*x) + 2*odd*sin(2*b*x)
LATTICE_ANGSTROM = 4.0
EVEN_EV = 3.0
ODD_EV = 1.5
a_lat = LATTICE_ANGSTROM / BOHR
b_rec = 2 * np.pi / a_lat
volume = a_lat**3
omega_p = np.sqrt(4 * np.pi * 2 / volume)
q_red = np.array([0.5, 0.0, 0.0])
mesh = np.array(list(product([-0.25, 0.25], repeat=3)))
waves = np.array(list(product(range(-2, 3), repeat=3)))
difference = waves[:, None, :] - waves[None, :, :]
diff_sq = (difference**2).sum(axis=-1)
local_g = waves[(waves**2).sum(axis=1) <= 2]
shifts = [(difference == g).all(axis=-1).astype(float) for g in local_g]
coulomb = 4 * np.pi / (b_rec**2 * ((q_red + local_g)**2).sum(axis=1))
n_g = len(local_g)
identity = np.eye(n_g)
prefactor = 2 / (len(mesh) * volume)   # two spins, average over the mesh


def index_of(g):
    return int(np.where((local_g == np.array(g)).all(axis=1))[0][0])


def fit_pole(r0, r1, e0):
    squared_frequency = e0**2 * r1 / (r0 - r1)
    return squared_frequency, -r0 * squared_frequency


class Crystal:
    """Bloch states, transition amplitudes and RPA response."""

    def __init__(self, odd):
        potential = np.where(diff_sq == 1, -EVEN_EV / EV, 0.0)
        if odd != 0:
            sine = np.where(diff_sq == 4, np.sign(difference.sum(axis=-1)), 0)
            potential = potential - 1j * odd * sine
        gap_r, gap_a, rho_r, rho_a = [], [], [], []
        top, bottom = -np.inf, np.inf
        for k in mesh:
            states = []
            for point in (k, k + q_red, k - q_red):
                kinetic = 0.5 * b_rec**2 * ((point + waves)**2).sum(axis=1)
                energy, vectors = np.linalg.eigh(np.diag(kinetic) + potential)
                states.append((energy, vectors))
                top = max(top, energy[0])
                bottom = min(bottom, energy[1])
            occupied = states[0][1][:, 0]
            up = np.array([s @ occupied for s in shifts])
            down = np.array([s.T @ occupied for s in shifts])
            gap_r.append(states[1][0][1:] - states[0][0][0])
            gap_a.append(states[2][0][1:] - states[0][0][0])
            rho_r.append(up.conj() @ states[1][1][:, 1:])
            rho_a.append(down @ states[2][1][:, 1:].conj())
        self.band_gap = bottom - top
        self.gap_r, self.gap_a = np.concatenate(gap_r), np.concatenate(gap_a)
        self.rho_r = np.concatenate(rho_r, axis=1)
        self.rho_a = np.concatenate(rho_a, axis=1)

    def direct(self, u):
        """Inverse of 1 - v*chi0 at frequency i*u, minus the identity."""
        resonant = (self.rho_r / (1j * u - self.gap_r)) @ self.rho_r.conj().T
        anti = (self.rho_a / (1j * u + self.gap_a)) @ self.rho_a.conj().T
        chi0 = prefactor * (resonant - anti)
        return np.linalg.inv(identity - coulomb[:, None] * chi0) - identity

    def modes(self):
        """Squared RPA mode frequencies and mode amplitudes."""
        amp = np.sqrt(coulomb)[:, None] * self.rho_r
        amp = amp * np.sqrt(2 * prefactor * self.gap_r)
        matrix = np.diag(self.gap_r**2) + amp.conj().T @ amp
        squared, vectors = np.linalg.eigh(matrix)
        return squared, amp @ vectors


def symmetrize(r):
    root = np.sqrt(coulomb)
    return r * root[None, :] / root[:, None]


def from_modes(squared, amplitude, u):
    return -(amplitude / (squared + u**2)) @ amplitude.conj().T


# Uniqueness and every degenerate case, by symbolic solution
def admissible(r0, r1, e0):
    w, s = sp.symbols("w s")
    found = sp.linsolve([r0 * w + s, r1 * (w + e0**2) + s], (w, s))
    return [(x, y) for x, y in found
            if sp.simplify(x) != 0 and sp.simplify(x + e0**2) != 0]


r0_s, r1_s, e0_s = sp.symbols("r0 r1 e0", nonzero=True)
general = admissible(r0_s, r1_s, e0_s)
assert len(general) == 1
for solved, formula in zip(general[0], fit_pole(r0_s, r1_s, e0_s)):
    assert sp.simplify(solved - formula) == 0
half, one = sp.Rational(1, 2), sp.Integer(1)
zero = sp.Integer(0)
assert admissible(-half, -half, one) == []
assert admissible(zero, -half, one) == []
assert admissible(-half, zero, one) == []
undetermined = admissible(zero, zero, one)
assert len(undetermined) == 1 and undetermined[0][0].free_symbols

# Direct inversion against the mode sum, with and without inversion symmetry
even = Crystal(0.0)
skew = Crystal(ODD_EV / EV)
even_sq, even_amp = even.modes()
skew_sq, skew_amp = skew.modes()
e_fit = omega_p
for crystal, squared, amplitude in ((even, even_sq, even_amp),
                                    (skew, skew_sq, skew_amp)):
    assert crystal.band_gap > 0
    for u in (0.0, e_fit):
        difference_r = (symmetrize(crystal.direct(u))
                        - from_modes(squared, amplitude, u))
        assert np.max(np.abs(difference_r)) < 1e-9

# Diagonal elements: signs, range, weighted mean and sides of the chord
R0, R1 = even.direct(0.0), even.direct(e_fit)
d0, d1 = np.diag(R0).real, np.diag(R1).real
assert np.all(d0 < d1) and np.all(d1 < 0)
diag_w, diag_s = fit_pole(d0, d1, e_fit)
strengths = np.abs(even_amp)**2
weights = strengths / (even_sq * (even_sq + e_fit**2))
mean_sq = (weights @ even_sq) / weights.sum(axis=1)
assert np.allclose(diag_w, mean_sq, rtol=1e-8)
assert np.all(diag_w > even_sq[0]) and np.all(diag_w < even_sq[-1])
for ratio in (0.25, 0.5, 0.8, 1.25, 2.0, 5.0):
    u = ratio * e_fit
    excess = diag_s / (diag_w + u**2) + np.diag(even.direct(u)).real
    assert np.all(excess > 0) if ratio < 1 else np.all(excess < 0)

# Head element: dependence on the fit frequency, limits and sum rule
head = index_of((0, 0, 0))
a_head = strengths[head]
r_head0 = d0[head]


def head_fit(e0):
    w, s = fit_pole(r_head0, even.direct(e0)[head, head].real, e0)
    return np.sqrt(w), s, s / (2 * np.sqrt(w))


ratios = (0.5, 1.0, 2.0)
table = [head_fit(r * omega_p) for r in ratios]
assert table[0][0] < table[1][0] < table[2][0]
low_limit = np.sqrt((a_head / even_sq).sum() / (a_head / even_sq**2).sum())
high_limit = np.sqrt(a_head.sum() / (a_head / even_sq).sum())
assert abs(head_fit(1e-3)[0] / low_limit - 1) < 1e-3
assert abs(head_fit(300.0)[0] / high_limit - 1) < 1e-3
# The finite plane-wave set breaks lattice periodicity in q slightly.
assert abs(a_head.sum() / omega_p**2 - 1) < 1e-2

# Integrated strength by quadrature of directly inverted matrices
nodes, node_weights = np.polynomial.legendre.leggauss(60)
scale = 0.5
u_grid = scale * (1 + nodes) / (1 - nodes)
jacobian = 2 * scale / (1 - nodes)**2
values = np.array([-even.direct(u)[head, head].real for u in u_grid])
integral = (node_weights * jacobian * values).sum() / np.pi
full_strength = (a_head / (2 * np.sqrt(even_sq))).sum()
assert abs(integral / full_strength - 1) < 1e-6
low_strength = -r_head0 * low_limit / 2
high_strength = -r_head0 * high_limit / 2
assert low_strength < full_strength < high_strength
matched_e0 = brentq(lambda e: head_fit(e)[2] - full_strength, 1e-2, 100.0)
assert abs(head_fit(matched_e0)[2] / integral - 1) < 1e-6

# Off-diagonal elements of the inversion-symmetric crystal
assert max(np.abs(R0.imag).max(), np.abs(R1.imag).max()) < 1e-10
sym0, sym1 = symmetrize(R0).real, symmetrize(R1).real
negative = below = above = usable = 0
for i in range(n_g):
    for j in range(i + 1, n_g):
        x0, x1 = sym0[i, j], sym1[i, j]
        if min(abs(x0), abs(x1), abs(x0 - x1)) < 1e-9:
            continue
        usable += 1
        w_ij = fit_pole(x0, x1, e_fit)[0]
        if w_ij < 0:
            negative += 1
            below += int(np.sqrt(-w_ij) < e_fit)
            above += int(np.sqrt(-w_ij) > e_fit)
side = index_of((1, 0, 0))
plain_w, plain_s = fit_pole(R0[head, side].real, R1[head, side].real, e_fit)
mode0 = from_modes(even_sq, even_amp, 0.0)[head, side]
mode1 = from_modes(even_sq, even_amp, e_fit)[head, side]
sym_w, sym_s = fit_pole(mode0, mode1, e_fit)
assert abs(plain_w / sym_w - 1) < 1e-6
assert abs(plain_s / sym_s - 1) > 1e-2

# Missing inversion symmetry gives a complex squared frequency
skew0, skew1 = skew.direct(0.0), skew.direct(e_fit)
skew_w, skew_s = fit_pole(skew0[head, side], skew1[head, side], e_fit)
assert abs(skew_w.imag) > 1e-6 * abs(skew_w)

# Two positive modes whose off-diagonal residues have opposite signs (eV)
two_freq = np.array([8.0, 16.0])
two_amp = np.array([[4.0, 7.0], [4.0, -7.0]])
two_e0 = 12.0
two0 = from_modes(two_freq**2, two_amp, 0.0)
two1 = from_modes(two_freq**2, two_amp, two_e0)
assert np.all(np.linalg.eigvalsh(np.eye(2) + two0) > 0)
two_w, two_s = fit_pole(two0[0, 1], two1[0, 1], two_e0)
assert two_w < 0
false_pole = np.sqrt(-two_w)
assert 0 < false_pole < two_e0
true_at_pole = from_modes(two_freq**2, two_amp, false_pole)[0, 1]
near = false_pole * (1 + 1e-6)
assert abs(two_s / (near**2 + two_w)) > 1e3 * abs(true_at_pole)

print(f"Lattice constant: {LATTICE_ANGSTROM:.2f} angstrom")
print(f"Cosine coefficient: {EVEN_EV:.2f} eV")
print("Electrons per cell: 2")
print(f"k points: {len(mesh)}; plane waves: {len(waves)}")
print(f"Dielectric matrix dimension: {n_g}; RPA modes: {len(even_sq)}")
print(f"q along x: {q_red[0]:.2f} reciprocal-lattice units")
print(f"Band gap on sampled points: {even.band_gap * EV:.3f} eV")
print(f"Plasma frequency and default E0: {omega_p * EV:.4f} eV")
print(f"Head inverse dielectric element at zero: {1 + d0[head]:.6f}")
print(f"Head inverse dielectric element at iE0: {1 + d1[head]:.6f}")
print(f"Head R0: {d0[head]:.6f}")
print(f"Head R1: {d1[head]:.6f}")
print(f"Head squared pole frequency: {diag_w[head] * EV**2:.4f} eV^2")
print(f"Head squared strength: {diag_s[head] * EV**2:.4f} eV^2")
for ratio, row in zip(ratios, table):
    print(f"E0/plasma frequency {ratio:.1f}: pole {row[0] * EV:.4f} eV, "
          f"strength^2 {row[1] * EV**2:.4f} eV^2, A {row[2] * EV:.4f} eV")
print(f"Pole in small-E0 limit: {low_limit * EV:.4f} eV")
print(f"Pole in large-E0 limit: {high_limit * EV:.4f} eV")
print(f"Mode-strength sum / plasma frequency^2: "
      f"{a_head.sum() / omega_p**2:.6f}")
print(f"Integrated strength, all modes: {full_strength * EV:.4f} eV")
print(f"Integrated strength, quadrature: {integral * EV:.4f} eV")
print(f"A in small-E0 limit: {low_strength * EV:.4f} eV")
print(f"A in large-E0 limit: {high_strength * EV:.4f} eV")
print(f"A error at default E0: "
      f"{100 * (table[1][2] / full_strength - 1):.3f} percent")
print(f"E0 matching integrated strength: {matched_e0 * EV:.4f} eV")
print(f"Usable off-diagonal pairs: {usable}")
print(f"Pairs with negative squared frequency: {negative}")
print(f"False poles below E0: {below}; above E0: {above}")
print(f"Pair (000),(100) squared frequency: {plain_w * EV**2:.4f} eV^2")
print(f"Sine coefficient of second crystal: {ODD_EV:.2f} eV")
print(f"Same pair, second crystal: real {skew_w.real * EV**2:.4f} eV^2, "
      f"imaginary {skew_w.imag * EV**2:.4f} eV^2")
print(f"Two-mode frequencies: {two_freq[0]:.1f}, {two_freq[1]:.1f} eV")
print(f"Two-mode residues: {two_amp[0, 0] * two_amp[1, 0]:.1f}, "
      f"{two_amp[0, 1] * two_amp[1, 1]:.1f} eV^2")
print(f"Two-mode E0: {two_e0:.1f} eV")
print(f"Two-mode R0: {two0[0, 1]:.6f}; R1: {two1[0, 1]:.6f}")
print(f"Two-mode squared frequency: {two_w:.4f} eV^2")
print(f"False imaginary-axis pole: {false_pole:.4f} eV")
print(f"True two-mode R at that frequency: {true_at_pole:.6f}")
print("finished without a failed check")
```

Output:

```
Lattice constant: 4.00 angstrom
Cosine coefficient: 3.00 eV
Electrons per cell: 2
k points: 8; plane waves: 125
Dielectric matrix dimension: 19; RPA modes: 992
q along x: 0.50 reciprocal-lattice units
Band gap on sampled points: 7.611 eV
Plasma frequency and default E0: 6.5642 eV
Head inverse dielectric element at zero: 0.706104
Head inverse dielectric element at iE0: 0.782566
Head R0: -0.293896
Head R1: -0.217434
Head squared pole frequency: 122.5307 eV^2
Head squared strength: 36.0112 eV^2
E0/plasma frequency 0.5: pole 10.9038 eV, strength^2 34.9418 eV^2, A 1.6023 eV
E0/plasma frequency 1.0: pole 11.0694 eV, strength^2 36.0112 eV^2, A 1.6266 eV
E0/plasma frequency 2.0: pole 11.3964 eV, strength^2 38.1708 eV^2, A 1.6747 eV
Pole in small-E0 limit: 10.8286 eV
Pole in large-E0 limit: 12.1047 eV
Mode-strength sum / plasma frequency^2: 0.999392
Integrated strength, all modes: 1.7180 eV
Integrated strength, quadrature: 1.7180 eV
A in small-E0 limit: 1.5912 eV
A in large-E0 limit: 1.7788 eV
A error at default E0: -5.318 percent
E0 matching integrated strength: 22.6786 eV
Usable off-diagonal pairs: 171
Pairs with negative squared frequency: 0
False poles below E0: 0; above E0: 0
Pair (000),(100) squared frequency: 183.7520 eV^2
Sine coefficient of second crystal: 1.50 eV
Same pair, second crystal: real 183.3786 eV^2, imaginary -10.6532 eV^2
Two-mode frequencies: 8.0, 16.0 eV
Two-mode residues: 16.0, -49.0 eV^2
Two-mode E0: 12.0 eV
Two-mode R0: -0.058594; R1: 0.045577
Two-mode squared frequency: -63.0031 eV^2
False imaginary-axis pole: 7.9375 eV
True two-mode R at that frequency: 0.027622
finished without a failed check
```
